# Orientation-independent potential step between crystals of superposed spherical atoms: verification in Python

```python
"""
Result under test: for a crystal built from rigid neutral spherical atoms,
the cell-averaged electron potential energy relative to vacuum is
    U = -(e^2 / (6 eps0)) * sum(Q) / volume,   Q = integral r^2 n(r) d^3r,
where n is the electron number density of one atom and the sum runs over one
cell. The step between two such crystals is the difference of their U values
and does not depend on interface orientation or interface structure.
Example: NiSi2 on Si. Internal units are atomic units (e^2/(6 eps0) = 2 pi/3).
Step = U(Si) - U(NiSi2).
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import cumulative_trapezoid, quad
from pyscf import gto, dft

BOHR_NM = sc.physical_constants["Bohr radius"][0] * 1e9
HARTREE_EV = sc.physical_constants["Hartree energy in eV"][0]
LATTICE_NM = 0.54
LATTICE = LATTICE_NM / BOHR_NM
CELL_VOLUME = LATTICE**3 / 4
QUARTER_STEPS = 400      # grid steps per quarter of the stacking period
FCC = np.array([[0, 0, 0], [0, .5, .5], [.5, 0, .5], [.5, .5, 0]])


class SphericalAtom:
    """Spin-restricted atom with every shell filled evenly over its m values."""

    def __init__(self, symbol, shells, functional="pbe",
                 basis="def2-qzvp", uncontract=False, relativistic=False):
        # A spherical atom with s, p, d electrons needs no higher functions.
        functions = [b for b in gto.basis.load(basis, symbol) if b[0] <= 2]
        if uncontract:
            primitives = {(b[0], p[0]) for b in functions for p in b[1:]
                          if isinstance(p, (list, tuple))}
            functions = [[l, [x, 1.0]] for l, x in sorted(primitives)]
        self.mol = gto.M(atom=[[symbol, (0, 0, 0)]],
                         basis={symbol: functions}, verbose=0)
        ao_l = np.concatenate([
            np.full((2 * self.mol.bas_angular(b) + 1) * self.mol.bas_nctr(b),
                    self.mol.bas_angular(b)) for b in range(self.mol.nbas)])

        def orbital_l(coeff):
            weights = [np.sum(coeff[ao_l == l]**2, axis=0) for l in range(3)]
            return np.argmax(weights, axis=0)

        def occupy(mo_energy=None, mo_coeff=None):
            labels = orbital_l(mo_coeff)
            occupation = np.zeros(len(mo_energy))
            for l, electrons in shells.items():
                members = np.where(labels == l)[0]
                members = members[np.argsort(mo_energy[members])]
                for k, count in enumerate(electrons):
                    group = members[k * (2*l + 1):(k + 1) * (2*l + 1)]
                    occupation[group] = count / (2*l + 1)
            return occupation

        mf = dft.RKS(self.mol)
        mf.xc = functional
        if relativistic:
            mf = mf.sfx2c1e()
        mf.get_occ = occupy
        mf.conv_tol = 1e-9
        mf.max_cycle = 100
        mf.kernel()
        assert mf.converged
        self.charge = int(self.mol.atom_charge(0))
        self.dm = np.asarray(mf.make_rdm1())
        r2 = self.mol.intor("int1e_r2")
        self.moment = np.einsum("ij,ji", self.dm, r2)
        s_orbitals = np.where((orbital_l(mf.mo_coeff) == 0)
                              & (mf.mo_occ > 0))[0]
        outer = s_orbitals[np.argmax(mf.mo_energy[s_orbitals])]
        c = mf.mo_coeff[:, outer]
        self.outer_s_moment = mf.mo_occ[outer] * (c @ r2 @ c)

    def density(self, radii, direction):
        unit = np.array(direction, float) / np.linalg.norm(direction)
        ao = self.mol.eval_gto("GTOval_sph", np.outer(radii, unit))
        return np.einsum("pi,ij,pj->p", ao, self.dm, ao, optimize=True)

    def integrated_potential(self):
        """Integral of the atom's electrostatic potential over all space."""
        x, w = np.polynomial.legendre.leggauss(140)
        s, w = (x + 1) / 2, w / 2
        radius_max, total = 28.0, 0.0
        for si, wi in zip(s, w):
            r = radius_max * si**3
            with self.mol.with_rinv_origin((0.0, 0.0, r)):
                v = self.mol.intor("int1e_rinv")
            phi = self.charge / r - np.einsum("ij,ji", self.dm, v)
            total += wi * 3 * radius_max * si**2 * 4 * np.pi * r**2 * phi
        return total

    def tabulate_tail(self):
        """Electrons lying beyond a plane at distance u from the nucleus."""
        r = 30 * np.linspace(0, 1, 20001)**3
        n = self.density(r, (0, 0, 1))
        first = cumulative_trapezoid(n * r, r, initial=0)
        second = cumulative_trapezoid(n * r**2, r, initial=0)
        self.u = r
        self.tail = 2*np.pi*((second[-1] - second) - r*(first[-1] - first))
        assert abs(2 * self.tail[0] - self.charge) < 1e-3


def bulk_energy(moments, volume=CELL_VOLUME):
    return -2 * np.pi / 3 * sum(moments) / volume * HARTREE_EV


def stacked_energies(hkl, nickel, silicon, left_steps=QUARTER_STEPS,
                     gap_steps=0, edge_nickel=1.0):
    """Solve 1D Poisson for a NiSi2|Si stack; return both bulk averages, eV."""
    hkl = np.array(hkl)
    length = np.linalg.norm(hkl)
    period, area = LATTICE / length, LATTICE**2 * length
    step = period / 4 / QUARTER_STEPS
    cells = int(np.ceil(60 / period))
    reach = int(25 / step)
    kernels = {}
    for name, atom in (("Ni", nickel), ("Si", silicon)):
        t = np.interp(step * np.arange(1, reach + 1), atom.u, atom.tail)
        kernels[name] = np.concatenate([-t[::-1], [0.0], t])
    left = [("Ni", x) for x in FCC]
    left += [("Si", x + s) for x in FCC for s in (.25, .75)]
    right = [("Si", x + s) for x in FCC for s in (0, .25)]
    origin = cells * 4 * left_steps + reach + 1
    size = origin + gap_steps + cells * 4 * QUARTER_STEPS + reach + 2
    field = np.zeros(size)

    def add(name, index, weight=1.0):
        field[index - reach:index + reach + 1] += weight * kernels[name]

    for m in range(cells):
        for name, x in left:
            quarter = int(round(4 * (hkl @ x))) % 4
            weight = edge_nickel if (name == "Ni" and m == 0) else 1.0
            add(name, origin + (quarter - 4 * (m + 1)) * left_steps, weight)
        for name, x in right:
            quarter = int(round(4 * (hkl @ x))) % 4
            add(name, origin + gap_steps + (quarter + 4*m) * QUARTER_STEPS)
    phi = -cumulative_trapezoid(field * 4*np.pi/area, dx=step, initial=0)
    assert abs(phi[-1]) * HARTREE_EV < 1e-5
    i = origin - 4 * left_steps * (cells // 2 + 1)
    j = origin + gap_steps + 4 * QUARTER_STEPS * (cells // 2)
    return (-np.mean(phi[i:i + 4*left_steps]) * HARTREE_EV,
            -np.mean(phi[j:j + 4*QUARTER_STEPS]) * HARTREE_EV)


def sheet_potential(z, positions, charge, area):
    distance = np.abs(np.asarray(z)[:, None] - np.asarray(positions)[None, :])
    return -2 * np.pi * charge / area * distance.sum(axis=1)


def axial_energy(hkl, charge, distance):
    """Average energy from axial charges (-q, +2q, -q) placed on every Ni."""
    hkl = np.array(hkl)
    length = np.linalg.norm(hkl)
    period, area = LATTICE / length, LATTICE**2 * length
    shift = distance * hkl[2] / length
    centres = np.array([period * (m + (hkl @ x) % 1)
                        for m in range(-6, 7) for x in FCC])
    z = (np.arange(4000) + .5) / 4000 * period
    phi = sheet_potential(z, centres, 2 * charge, area)
    phi += sheet_potential(z, centres + shift, -charge, area)
    phi += sheet_potential(z, centres - shift, -charge, area)
    return -np.mean(phi) * HARTREE_EV


# Hydrogen 1s: direct integral of its potential against its second moment.
hyd_phi = quad(lambda r: 4*np.pi*(r*r + r)*np.exp(-2*r), 0, 40)[0]
hyd_moment = quad(lambda r: 4 * r**4 * np.exp(-2*r), 0, 40)[0]
assert abs(hyd_phi - 2*np.pi/3*hyd_moment) < 1e-7

si = SphericalAtom("Si", {0: [2, 2, 2], 1: [6, 2]})
D8S2 = {0: [2, 2, 2, 2], 1: [6, 6], 2: [8]}
ni = SphericalAtom("Ni", D8S2)
ni_d9 = SphericalAtom("Ni", {0: [2, 2, 2, 1], 1: [6, 6], 2: [9]})
ni_d10 = SphericalAtom("Ni", {0: [2, 2, 2], 1: [6, 6], 2: [10]})
ni_lda = SphericalAtom("Ni", D8S2, functional="lda,vwn")
ni_unc = SphericalAtom("Ni", D8S2, basis="def2-tzvp", uncontract=True)
ni_rel = SphericalAtom("Ni", D8S2, basis="def2-tzvp", uncontract=True,
                       relativistic=True)

potential_integrals = {}
for label, atom in (("Ni", ni), ("Si", si)):
    probe = np.linspace(0.05, 8, 60)
    reference = atom.density(probe, (0, 0, 1))
    for direction in ((1, 1, 1), (1, 2, 0)):
        other = atom.density(probe, direction)
        assert np.allclose(other, reference, rtol=1e-4, atol=1e-8)
    value = atom.integrated_potential()
    assert abs(value / (2*np.pi/3*atom.moment) - 1) < 1e-5
    potential_integrals[label] = value * HARTREE_EV * BOHR_NM**3
    atom.tabulate_tail()

u_metal = bulk_energy([ni.moment, si.moment, si.moment])
u_si = bulk_energy([si.moment, si.moment])
step = u_si - u_metal
TOL = 3e-3   # eV; finite planar grid and interpolation of atomic tails

orientation_steps = {}
for hkl in ((0, 0, 1), (1, 1, 0), (1, 1, 1), (3, 1, 1)):
    metal, semi = stacked_energies(hkl, ni, si)
    assert abs(metal - u_metal) < TOL and abs(semi - u_si) < TOL
    orientation_steps[hkl] = semi - metal
spread = max(orientation_steps.values()) - min(orientation_steps.values())
assert spread < TOL

gap_steps = 300
gap_nm = gap_steps * LATTICE_NM / np.sqrt(3) / 4 / QUARTER_STEPS
metal, semi = stacked_energies((1, 1, 1), ni, si, gap_steps=gap_steps)
gap_step = semi - metal
metal, semi = stacked_energies((0, 0, 1), ni, si, edge_nickel=0.5)
vacancy_step = semi - metal
assert abs(gap_step - step) < TOL and abs(vacancy_step - step) < TOL

left_steps = 397
ratio = left_steps / QUARTER_STEPS
metal, semi = stacked_energies((0, 0, 1), ni, si, left_steps=left_steps)
strained_step = semi - metal
assert abs(strained_step - (u_si - u_metal / ratio)) < TOL
assert abs(strained_step - step) > 10 * TOL

# Axial charge: orientation dependence must appear.
axial_q, axial_d_nm = 0.05, 0.1
axial_d = axial_d_nm / BOHR_NM
axial = {}
for hkl in ((0, 0, 1), (1, 1, 0), (1, 1, 1)):
    cosine2 = hkl[2]**2 / np.dot(hkl, hkl)
    axial[hkl] = axial_energy(hkl, axial_q, axial_d)
    expected = -4*np.pi*axial_q*axial_d**2*cosine2/CELL_VOLUME*HARTREE_EV
    assert abs(axial[hkl] - expected) < 1e-4
assert abs(axial[(0, 0, 1)] - axial[(1, 1, 0)]) > 0.05


def nickel_step(atom):
    return -bulk_energy([atom.moment])


# Coherent strain: film in-plane matched, normal strain from Poisson ratio.
mismatch = 0.004
strain_shift = {}
for poisson in (0.25, 0.35):
    normal = -mismatch * (1 + 2 * poisson / (1 - poisson))
    strain_shift[poisson] = u_metal - u_metal / (1 + normal)

heating, alpha_metal, alpha_si = 100.0, 1.2e-5, 2.6e-6
hot_step = (u_si / (1 + alpha_si*heating)**3
            - u_metal / (1 + alpha_metal*heating)**3)

# Charge moved across the interface, per (111) surface cell, unscreened.
transfer_q, transfer_d_nm = 0.05, 0.1
area_111 = LATTICE**2 * np.sqrt(3) / 4
far = np.array([-20.0, 20.0])
phi = sheet_potential(far, [0.0], transfer_q, area_111)
phi += sheet_potential(far, [transfer_d_nm / BOHR_NM], -transfer_q, area_111)
transfer_shift = abs(phi[1] - phi[0]) * HARTREE_EV
area_si = area_111 * (BOHR_NM * 1e-9)**2
capacitor = sc.e*transfer_q*transfer_d_nm*1e-9/(sc.epsilon_0*area_si)
assert abs(transfer_shift - capacitor) < 1e-6

doping_cm3, bending_v, permittivity = 1e17, 0.5, 11.7
depletion_field = np.sqrt(2*sc.e*doping_cm3*1e6*bending_v
                          / (permittivity*sc.epsilon_0))

prefactor = sc.e / (6 * sc.epsilon_0) * 1e9
assert abs(-prefactor * ni.moment * BOHR_NM**2
           / (CELL_VOLUME * BOHR_NM**3) + nickel_step(ni)) < 1e-6

print(f"hydrogen second moment: {hyd_moment:.4f} bohr^2")
print(f"hydrogen potential integral: {hyd_phi:.4f} hartree bohr^3/e")
print(f"common lattice constant: {LATTICE_NM:.2f} nm")
print(f"primitive cell volume: {CELL_VOLUME*BOHR_NM**3:.5f} nm^3")
print(f"prefactor e^2/(6 eps0): {prefactor:.4f} eV nm")
print(f"Q of Ni 3d8 4s2: {ni.moment*BOHR_NM**2:.5f} nm^2")
print(f"part of Q(Ni) from 4s: {ni.outer_s_moment*BOHR_NM**2:.5f} nm^2")
print(f"Q of Si: {si.moment*BOHR_NM**2:.5f} nm^2")
for label, value in potential_integrals.items():
    print(f"direct potential integral, {label}: {value:.5f} V nm^3")
print(f"average energy in NiSi2: {u_metal:.3f} eV")
print(f"average energy in Si: {u_si:.3f} eV")
print(f"step U(Si)-U(NiSi2), formula: {step:.3f} eV")
for hkl, value in orientation_steps.items():
    print(f"step from stack {hkl}: {value:.3f} eV")
print(f"spread over four orientations: {spread*1000:.3f} meV")
print(f"extra gap in (111) stack: {gap_nm:.4f} nm")
print(f"step with extra gap: {gap_step:.3f} eV")
print(f"step, half the Ni missing in last cell: {vacancy_step:.3f} eV")
print(f"normal strain in strained stack: {(ratio-1)*100:.2f} %")
print(f"step from strained (001) stack: {strained_step:.3f} eV")
print(f"axial test charge q: {axial_q:.2f} e")
print(f"axial test distance: {axial_d_nm:.2f} nm")
for hkl, value in axial.items():
    print(f"axial-charge energy in NiSi2 {hkl}: {value:.4f} eV")
print(f"step with Ni 3d9 4s1: {nickel_step(ni_d9):.3f} eV")
print(f"step with Ni 3d10: {nickel_step(ni_d10):.3f} eV")
print(f"step with LDA Ni: {nickel_step(ni_lda):.3f} eV")
print(f"step, uncontracted TZVP Ni: {nickel_step(ni_unc):.3f} eV")
print(f"same basis, scalar relativistic: {nickel_step(ni_rel):.3f} eV")
print(f"assumed lattice mismatch: {mismatch*100:.1f} %")
for poisson, value in strain_shift.items():
    print(f"strain shift, Poisson ratio {poisson:.2f}: {value:+.3f} eV")
print(f"assumed heating: {heating:.0f} K")
print(f"assumed expansion, NiSi2: {alpha_metal:.1e} 1/K")
print(f"assumed expansion, Si: {alpha_si:.1e} 1/K")
print(f"step shift on heating, free film: {hot_step-step:+.3f} eV")
print(f"assumed transferred charge: {transfer_q:.2f} e per (111) cell")
print(f"assumed transfer distance: {transfer_d_nm:.2f} nm")
print(f"(111) interface cell area: {area_111*BOHR_NM**2:.4f} nm^2")
print(f"unscreened transfer shift: {transfer_shift:.3f} eV")
print(f"assumed doping: {doping_cm3:.0e} cm^-3")
print(f"assumed depletion bending: {bending_v:.1f} V")
print(f"assumed relative permittivity of Si: {permittivity:.1f}")
print(f"depletion field at contact: {depletion_field*1e-8:.3f} MV/cm")
print(f"bending over 1 nm at that field: {depletion_field*1e-6:.2f} meV")
print("no test failed")
```

Output:

```
hydrogen second moment: 3.0000 bohr^2
hydrogen potential integral: 6.2832 hartree bohr^3/e
common lattice constant: 0.54 nm
primitive cell volume: 0.03937 nm^3
prefactor e^2/(6 eps0): 3.0159 eV nm
Q of Ni 3d8 4s2: 0.10101 nm^2
part of Q(Ni) from 4s: 0.05329 nm^2
Q of Si: 0.09110 nm^2
direct potential integral, Ni: 0.30464 V nm^3
direct potential integral, Si: 0.27473 V nm^3
average energy in NiSi2: -21.696 eV
average energy in Si: -13.958 eV
step U(Si)-U(NiSi2), formula: 7.739 eV
step from stack (0, 0, 1): 7.738 eV
step from stack (1, 1, 0): 7.739 eV
step from stack (1, 1, 1): 7.739 eV
step from stack (3, 1, 1): 7.739 eV
spread over four orientations: 0.111 meV
extra gap in (111) stack: 0.0585 nm
step with extra gap: 7.739 eV
step, half the Ni missing in last cell: 7.738 eV
normal strain in strained stack: -0.75 %
step from strained (001) stack: 7.902 eV
axial test charge q: 0.05 e
axial test distance: 0.10 nm
axial-charge energy in NiSi2 (0, 0, 1): -0.2298 eV
axial-charge energy in NiSi2 (1, 1, 0): -0.0000 eV
axial-charge energy in NiSi2 (1, 1, 1): -0.0766 eV
step with Ni 3d9 4s1: 7.090 eV
step with Ni 3d10: 6.416 eV
step with LDA Ni: 7.662 eV
step, uncontracted TZVP Ni: 7.705 eV
same basis, scalar relativistic: 7.608 eV
assumed lattice mismatch: 0.4 %
strain shift, Poisson ratio 0.25: +0.146 eV
strain shift, Poisson ratio 0.35: +0.182 eV
assumed heating: 100 K
assumed expansion, NiSi2: 1.2e-05 1/K
assumed expansion, Si: 2.6e-06 1/K
step shift on heating, free film: -0.067 eV
assumed transferred charge: 0.05 e per (111) cell
assumed transfer distance: 0.10 nm
(111) interface cell area: 0.1263 nm^2
unscreened transfer shift: 0.717 eV
assumed doping: 1e+17 cm^-3
assumed depletion bending: 0.5 V
assumed relative permittivity of Si: 11.7
depletion field at contact: 0.124 MV/cm
bending over 1 nm at that field: 12.44 meV
no test failed
```
